# Inglesfield's variational embedding and the free-electron half-line, part 2

The substrate II is replaced by an embedding potential $\Sigma$ on its surface $S$ with region I. Hartree atomic units are used, with $H=-\tfrac12\nabla^2+V$ and the normal $n$ pointing into II. In the model of part 1, I is $-a<x<0$ with a hard wall at $-a$, and II is $x>0$ with $V=0$.

The trial function $\Psi$ is $\phi$ in I and, in II, the decaying solution $\psi$ at energy $\epsilon=-\kappa^2/2$ with $\psi=\phi$ on $S$. Green's functions obey $(H-z)G=\delta$; $G_0$ is that of II with zero slope on $S$:
$$\Sigma(\epsilon)=G_0^{-1}\ \text{on }S,\qquad \partial_n\psi=-2\Sigma\phi .\tag{6}$$
Primes on $\Sigma$ are energy derivatives, and $\langle A\rangle=\int_S\phi A\phi$. For $\epsilon$ below the spectrum of II with zero value on $S$, the ground energy $E_0$ is bounded by
$$E[\phi,\epsilon]=\frac{\int_I\phi H\phi+\tfrac12\int_S\phi\,\partial_n\phi+\langle\Sigma-\epsilon\Sigma'\rangle}{D}\ge E_0,\qquad D=\int_I\phi^2-\langle\Sigma'\rangle .\tag{9}$$
The weight in II is $-\langle\Sigma'\rangle/D$. In a basis $\chi_\mu$, with $H_{\mu\nu}=\int_I(\tfrac12\nabla\chi_\mu\cdot\nabla\chi_\nu+V\chi_\mu\chi_\nu)$, $O_{\mu\nu}=\int_I\chi_\mu\chi_\nu$ and $\Sigma_{\mu\nu}=\int_S\chi_\mu\Sigma\chi_\nu$,
$$(H+\Sigma-\epsilon\Sigma')\,c=E\,(O-\Sigma')\,c,\tag{11}$$
With $N$ the numerator of (9), the lowest root obeys
$$\frac{dE}{d\epsilon}=\frac{1}{D}\left(\frac{\partial N}{\partial\epsilon}-E\frac{\partial D}{\partial\epsilon}\right)=(E-\epsilon)\frac{\langle\Sigma''\rangle}{D}.\tag{12}$$
$$E(\epsilon)-E_0=C(\epsilon-E_0)^2+O\big((\epsilon-E_0)^3\big),\qquad C=-\frac{\langle\Sigma''\rangle}{2D}\Big|_{E_0}>0.\tag{13}$$
Part 6 showed that without the $\Sigma'$ terms the lowest root in a complete basis falls below $E_0$ when $\epsilon>E_0$.

For $\mathrm{Im}\,z>0$,
$$\langle\phi|\Sigma(z)|\phi\rangle=\int_{II}\left(\tfrac12|\nabla\psi|^2+V|\psi|^2\right)-z\int_{II}|\psi|^2,\qquad \mathrm{Im}\langle\phi|\Sigma|\phi\rangle=-\mathrm{Im}\,z\int_{II}|\psi|^2<0.\tag{14}$$
The whole system's $G$ and the density of states $n_I$ in I are
$$G(r,r';z)=\sum_{\mu\nu}\chi_\mu(r)\,\mathcal G_{\mu\nu}\,\chi_\nu(r'),\qquad \mathcal G=[H+\Sigma(z)-zO]^{-1}.\tag{15}$$
$$n_I(E)=\pi^{-1}\,\mathrm{Im}\int_IG(r,r;E+i0)\,dr=\pi^{-1}\,\mathrm{Im\,Tr}\,(O\mathcal G).\tag{16}$$
At $E+i0$, $\mathrm{Im}\langle\phi|\Sigma|\phi\rangle=-J/2$, with $J$ the current through $S$.

The two-channel check listed in the output has potential $\mathrm{diag}(0,0.4)+We^{-x}$ hartree in II and boundary vector $v$. Its Riccati route integrates $Y=\psi'\psi^{-1}$ inward, giving $\Sigma=-Y(0)/2$. It also tests $\langle\Sigma''\rangle=-2\langle\psi|G_D|\psi\rangle$, with $G_D$ the zero-value Green's function of II.

## 8. The free half-line

Take II $=(0,\infty)$, $V=0$, and $k=\sqrt{2z}$ on the branch $\mathrm{Im}\,k\ge0$, so that $e^{ikx}$ decays. On the whole line try $g=Ae^{ik|x-x'|}$. Its slope jumps by $2ikA$ at $x'$, and integrating $(H-z)g=\delta$ across $x'$ requires $-\tfrac12(2ikA)=1$, so $A=i/k$. Adding an image source at $-x'$ makes the sum even in $x$, which gives zero slope at the origin:
$$G_0(x,x')=\frac{i}{k}\left(e^{ik|x-x'|}+e^{ik(x+x')}\right),\qquad G_0(0,0)=\frac{2i}{k}.$$
The surface is one point, so the inverse is the reciprocal:
$$\Sigma(z)=\frac{k}{2i}=-\frac{ik}{2}.\tag{17}$$
This agrees with (6) applied to $\psi=e^{ikx}$. A second route uses the zero-slope eigenfunctions $\sqrt{2/\pi}\cos px$ of energy $p^2/2$. The integrand is even in $p$, and closing the contour above picks the pole $p=k$ with residue $1/2k$:
$$G_0(0,0)=\frac2\pi\int_0^\infty\frac{dp}{p^2/2-z}=\frac2\pi\int_{-\infty}^{\infty}\frac{dp}{p^2-k^2}=\frac2\pi\,\frac{2\pi i}{2k}=\frac{2i}{k}.$$

Below the band, $k=i\kappa$ and $\Sigma=\kappa/2$, $\Sigma'=-1/2\kappa$, $\Sigma''=-1/2\kappa^3$, as in part 1; this is the regime of the bound (9). For $z=E+i0$ with $E>0$, $k$ is real and positive and $\Sigma$ is purely imaginary. The principal value of the integral vanishes, because the antiderivative $(2k)^{-1}\ln|(p-k)/(p+k)|$ is zero at $p=0$ and $p=\infty$ and takes equal values in the limit on the two sides of the pole; quadrature at $E=0.5$ returns zero to rounding. The imaginary part $-k/2$ of $\Sigma=-ik/2$ is $-J/2$, with $J=k$ the current of a wave of unit amplitude and velocity $k$. This $\Sigma$ enters (15) and bounds nothing. At $E-i0$ the branch rule gives $\mathrm{Re}\,k<0$ and the sign of $\Sigma$ reverses; used in (16), that sign makes $n_I$ negative. At the band edge $\Sigma\to0$ while $\Sigma'$ diverges, as the norm $1/2\kappa$ does. A constant potential $V_0$ in II replaces $z$ by $z-V_0$.

At $z=0.5+0.1i$ a grid solution for $G_0$, the cosine integral and (17) give $0.04975-0.50247i$ hartree bohr. This value obeys (14): $\mathrm{Im}\,k=2\,\mathrm{Re}\,\Sigma=0.09951$, the norm is $1/(2\,\mathrm{Im}\,k)=5.025$, and $-0.1\times5.025=-0.5025$.

For a free half-space with a planar surface, a factor $e^{iK\cdot\rho}$ along the surface reduces the problem to the half-line at energy $z-K^2/2$, so $\Sigma(K)=-\tfrac i2\sqrt{2z-K^2}$. The square root is not a polynomial in the components of $K$, so $\Sigma$ is nonlocal on the plane; a polynomial would give a local differential operator. Below the band the whole-space function is $e^{-\kappa r}/2\pi r$, normalized by $\nabla^2(1/r)=-4\pi\delta$, and the image doubles it on the surface to $e^{-\kappa\rho}/\pi\rho$. Its two-dimensional transform by quadrature at $\kappa=1$, $K=2$ has reciprocal $1.118034$, equal to $\tfrac12\sqrt{\kappa^2+K^2}$.

## 9. Relation to a lattice self-energy

Discretize the free line at $x_j=jh$, with diagonal $2t$, hopping $-t$ and $t=1/2h^2$. Let $g=[(H_{II}-z)^{-1}]_{11}$ for the chain $j\ge1$. The chain equations have source $t\psi_0$ at site 1, so $\psi_1=tg\psi_0$, and the term $-t\psi_1$ in row 0 becomes $\sigma\psi_0$ with $\sigma=-t^2g$. For the decaying wave $\psi_j=e^{ij\theta}$, $\sigma=-te^{i\theta}$ and $1-\cos\theta=zh^2$, so $\sin^2\theta=zh^2(2-zh^2)$. Row 0 times $h$ has diagonal $1/h-hz+h\sigma$. Half of $1/h-hz$ belongs to the interval on the side of I; the rest is the surface term
$$h\sigma+\frac1{2h}-\frac{hz}{2}=\frac{1-\cos\theta}{2h}-\frac{i\sin\theta}{2h}-\frac{hz}2=-\frac{ik}{2}\sqrt{1-\tfrac12zh^2}=-\frac{ik}{2}+\frac{ikzh^2}{8}+\dots$$
The embedding potential is the finite part of $h\sigma$ after the divergent $-1/2h$ is removed. At $z=0.5+0.1i$ the left side, from a numerical $g$, is $0.049747-0.502445i$ for $h=0.02$ and $0.049752-0.502463i$ for $h=0.01$. The imaginary parts exceed that of (17), $-0.502469$, by $24.6\times10^{-6}$ and $6.2\times10^{-6}$ before rounding, the values of $\mathrm{Im}(ikzh^2/8)$, with the factor of four expected of $h^2$.

## 10. Worked example

Take the system of part 1 with round parameters $a=2$ bohr and $V=-1$ hartree in I. All computed values are listed in the numerical output below; energies are in hartree.

First a crude trial function, $\phi=(x+2)(1+0.3x)$, with $\epsilon=-0.5$. Then $\phi(0)=2$, $\phi'(0)=1.6$, $\kappa=1$, $\Sigma=0.5$, $\Sigma'=-0.5$ and $\Sigma-\epsilon\Sigma'=0.25$. Equation (9) gives
$$E=\frac{-2.442667+\tfrac12(2)(1.6)+0.25(4)}{1.962667+0.5(4)}=\frac{0.157333}{3.962667}=0.039704,$$
the same as direct quadrature of $\tfrac12\Psi'^2+V\Psi^2$ over both regions.

Now solve (11) in the basis $(x+a)P_n$, with $P_0,\dots,P_{11}$ the Legendre polynomials on $(-a,0)$. Starting from $\epsilon=-1$, the iterates are $-0.355003$, $-0.377123$, $-0.3772013588$ and $-0.3772013597$. The limit,
$$E_0=-0.3772014\ \text{hartree}=-10.264\ \text{eV},$$
agrees to ten decimals with the root of the matching condition $q\cot qa=-\kappa$, $q=\sqrt{2(E+1)}$, which follows from joining $\sin q(x+a)$ to $e^{-\kappa x}$. Diagonalization on a whole-line grid gives $-0.377201$. Two basis functions at $\epsilon=E_0$ give $-0.372626$, which is $0.0046$ above $E_0$. A scan over negative $\epsilon$ found neither basis below $E_0$.

At $E_0$, $\kappa=0.868564$, $\Sigma'=-0.575663$, $\Sigma''=-0.763071$ and $\phi(0)^2/D=0.395261$. The weight in the substrate is $0.575663\times0.395261=0.227537$, as on the whole-line grid, and $C=\tfrac12(0.763071)(0.395261)=0.15081$ per hartree, as from the numerical curvature of $E(\epsilon)$. The errors $\epsilon-E_0$ run $-0.6228$, $2.220\times10^{-2}$, $7.838\times10^{-5}$, $9.267\times10^{-10}$. Each error divided by the square of the one before gives $0.057$, $0.159$ and $0.1508$, so (13) is reached by the third step and overestimates the first error, predicting $0.058$ against $0.022$. Equation (12) shows why. At $\epsilon=-1$ the slope is $-0.0468$, by finite difference and by formula, where (13) would give $2C(-0.6228)=-0.188$, four times more; and $|\Sigma''|=1/2\kappa^3$ at $\kappa=\sqrt2$ is $0.177$, which is $0.23$ of its value at $E_0$. On the other side $|\Sigma''|$ grows: at $\epsilon=-0.1$ the slope is $+0.4217$ and $E=-0.345825$.

Without the $\Sigma'$ terms the lowest root is $-0.260969$ at $\epsilon=-1$ and $-0.503645$ at $\epsilon=-0.1$. The second lies $0.126$ below $E_0$, the failure derived in part 6.

For the continuum, (15) at $z=0.5+0.1i$ gives $G(0,0)=0.32493+0.17987i$ and $G(-1,0)=-1.06764-0.17991i$ per hartree bohr, within about $10^{-5}$ in each part of the resolvent on a whole-line grid. On the real axis $G(0,0)$ has a closed form. With the source at the origin, $G\propto\sin q(x+a)$ in I and $e^{ikx}$ in II, and the jump condition $-\tfrac12(ik-q\cot qa)\,G(0,0)=1$ gives
$$\frac1{G(0,0)}=\tfrac12q\cot qa+\Sigma .$$
At $E=0.5$, $k=1$ and $G(0,0)=0.372025+0.071777i$, so $|G|^2=0.143555$ and $\mathrm{Im}(1/G)=-0.071777/0.143555=-0.5000=\mathrm{Im}\,\Sigma$. The real part of $G(0,0)$ has the sign of $\cot qa$. It is negative at $E=0.1$ ($-0.2379$) and positive at $E=0.5$, because $qa$ passes $\pi$ between them, and negative again at $E=2$ ($-0.2195$), where $qa=2\sqrt6$ has passed $3\pi/2$.

Equation (16) gives $n_I=0.140780$, $0.207702$ and $0.324569$ per hartree at $E=0.1$, $0.5$ and $2$; the middle value is $0.007633$ per eV. The independent value is $\int_I\psi_E^2$ for the scattering state with outer form $\sqrt{2/\pi k}\,\sin(kx+\delta)$, which is normalized per unit energy since $dE=k\,dk$. If $u$ is the solution regular at the wall, its outer amplitude squared is $u(0)^2+u'(0)^2/k^2$, so $n_I=(2/\pi k)\int_Iu^2/[u(0)^2+u'(0)^2/k^2]$. The two routes agree to six decimals at all three energies, and reversing the sign of $\Sigma$ made the trace negative at each.

## Values computed for the example and the checks

```
z = -0.500000 +0.000000i Ha: 1/G0 grid 0.500002 +0.000000i, cosine 0.500000 +0.000000i, -ik/2 0.500000 -0.000000i Ha bohr
z = 0.500000 +0.100000i Ha: 1/G0 grid 0.049754 -0.502468i, cosine 0.049754 -0.502469i, -ik/2 0.049754 -0.502469i Ha bohr
E = 0.5 Ha: principal value Re G0(0,0) = 1.1e-15 1/(Ha bohr)
planar kappa = 1, K = 2 /bohr: 1/G0(K) = 1.118034, formula 1.118034 Ha bohr
chain h = 0.02 bohr: h sigma + 1/2h = 0.054747 -0.501445i, less hz/2 = 0.049747 -0.502445i Ha bohr
chain h = 0.01 bohr: h sigma + 1/2h = 0.052252 -0.501963i, less hz/2 = 0.049752 -0.502463i Ha bohr
two channels: thresholds 0, 0.4 Ha; W11, W12, W22 = -0.2, 0.25, 0.5 Ha; eps = -0.4 Ha; v = (1, 0.5)
  Sigma11,12,22 from G0: 0.36924 0.07704 0.76367 Ha bohr
  Sigma11,12,22 Riccati: 0.36924 0.07703 0.76366; 1/G0_11 = 0.36147 Ha bohr
  norm in II 0.66955, -v Sigma' v 0.66955 bohr; v Sigma'' v -0.8548, -2<G_D> -0.8548 bohr/Ha
  E = 0.2 Ha: Im Sigma eigenvalues -0.44314, 3e-17; v ImSigma v -0.38492, -j/2 -0.38492 Ha bohr
model: a = 2.0 bohr, V1 = 1.0 Ha
trial (x+2)(1+0.3x), eps = -0.5 Ha: <H>_I -2.442667, slope term 1.600000, <1>_I 1.962667 (a.u.)
  E embedded 0.03970390, direct 0.03970390 Ha
iteration 0: eps = -1.0000000000 Ha, eps - E0 = -6.228e-01 Ha
iteration 1: eps = -0.3550033197 Ha, eps - E0 = 2.220e-02 Ha
iteration 2: eps = -0.3771229769 Ha, eps - E0 = 7.838e-05 Ha
iteration 3: eps = -0.3772013588 Ha, eps - E0 = 9.267e-10 Ha
iteration 4: eps = -0.3772013597 Ha, eps - E0 = 1.721e-15 Ha
E0 embedded -0.3772013597 Ha = -10.26417 eV; matching -0.3772013597; whole-line grid -0.377201 Ha
kappa 0.868564 /bohr, Sigma 0.434282 Ha bohr, Sigma' -0.575663 bohr, Sigma'' -0.763071 bohr/Ha
phi(0)^2/D 0.395261 /bohr; weight in II 0.227537, grid 0.227537
C formula 0.15081, from curvature 0.15081, from iteration errors 0.15083 1/Ha
eps = -1.0 Ha: E -0.355003 Ha, dE/deps -0.046795, formula -0.046795, E without Sigma' -0.260969 Ha
eps = -0.1 Ha: E -0.345825 Ha, dE/deps 0.421717, formula 0.421717, E without Sigma' -0.503645 Ha
two basis functions, eps = E0: E = -0.372626 Ha
z = 0.5+0.1i Ha: G(0.0,0) embedded 0.324932 +0.179870i, whole line 0.324944 +0.179878i 1/(Ha bohr)
z = 0.5+0.1i Ha: G(-1.0,0) embedded -1.067640 -0.179906i, whole line -1.067648 -0.179917i 1/(Ha bohr)
E = 0.1 Ha: k 0.447214 /bohr, Sigma 0.000000 -0.223607i Ha bohr, G(0,0) -0.237889 +0.012690i 1/(Ha bohr)
  n_I embedded 0.140780, scattering 0.140780 1/Ha; 0.005174 1/eV
E = 0.5 Ha: k 1.000000 /bohr, Sigma 0.000000 -0.500000i Ha bohr, G(0,0) 0.372025 +0.071777i 1/(Ha bohr)
  n_I embedded 0.207702, scattering 0.207702 1/Ha; 0.007633 1/eV
E = 2.0 Ha: k 2.000000 /bohr, Sigma 0.000000 -1.000000i Ha bohr, G(0,0) -0.219482 +0.949252i 1/(Ha bohr)
  n_I embedded 0.324569, scattering 0.324569 1/Ha; 0.011928 1/eV
```
